# End-point behaviour and convergence of the Mura-Knowles and M4 radial maps

## Problem

An atom-centred quadrature needs the radial integral

$$I=\int_0^\infty r^2 f(r)\,dr ,$$

where $f$ is the angular average of a density-like function. Two ways of placing the radial nodes are to be compared, each with $n=N-1$ nodes.

- **Mura-Knowles (MK):** $r=-\alpha\ln(1-x^3)$ on $0<x<1$, with equally spaced nodes $x_j=j/N$ and weight $1/N$.
- **Treutler-Ahlrichs M4:** $r=\dfrac{\xi}{\ln 2}(1+x)^{0.6}\ln\dfrac{2}{1-x}$ on $-1<x<1$, with the Gauss-Chebyshev rule of the second kind, $x_j=\cos(j\pi/N)$.

Here $j=1,\dots,N-1$, and $\alpha$ and $\xi$ are lengths. Find how the error falls with $N$ for $f=e^{-ar^2}$ and $f=e^{-\zeta r}$, and decide which scheme suits tight functions and which suits diffuse ones. Lengths are in bohr, and "error" means rule minus integral.

## A tempting solution

Expand each map at its ends. For MK near $x=0$, $r\approx\alpha x^3$, so the transformed integrand $r^2f\,dr/dx$ starts as $x^8$. For M4, put $s=1+x$. Then $\ln[2/(2-s)]\approx s/2$, so $r\propto s^{1.6}$ and the integrand starts as $s^{3.2+0.6}=s^{3.8}$. An integrand that starts as the power $k$ leaves an end error of order $N^{-(k+1)}$, which gives $N^{-9}$ for MK and $N^{-4.8}$ for M4. At the other end $r$ goes to infinity and $f$ decays exponentially, so that end contributes nothing. MK should therefore win for every function, tight or diffuse.

## Where it fails

There are three faults.

1. The M4 nodes are not equally spaced in $x$. A power of $s$ says nothing about the error until it is rewritten in the variable in which the nodes are equally spaced.
2. A starting power $k$ does not always leave an error of order $N^{-(k+1)}$. Positive even powers leave none, as shown below.
3. At the far end both maps are logarithmic. An exponential of a logarithm is a power, so $e^{-\zeta r}$ does not vanish exponentially in the node variable.

For diffuse functions the third fault matters most. For $\zeta=0.5$ bohr$^{-1}$, $\alpha=5$ bohr and $N=160$, MK still has a relative error of $4.3\times10^{-4}$, nowhere near $N^{-9}$.

## Both rules as trapezoidal sums

The second-kind Chebyshev rule is

$$\int_{-1}^{1}g(x)\sqrt{1-x^2}\,dx\approx\frac{\pi}{N}\sum_{j=1}^{N-1}\sin^2\theta_j\,g(\cos\theta_j),\qquad \theta_j=\frac{j\pi}{N}.$$

To integrate $G(x)$ without the weight, set $g=G/\sqrt{1-x^2}=G/\sin\theta$. The sum becomes $(\pi/N)\sum_j\sin\theta_j\,G(\cos\theta_j)$, which is the trapezoidal rule for $\int_0^\pi G(\cos\theta)\sin\theta\,d\theta$.

Both schemes therefore have the form $h\sum_jF(jh)$, where $F=r^2f\,|dr/dt|$ and $t$ is the equally spaced variable: $t=x$, $h=1/N$ for MK and $t=\theta$, $h=\pi/N$ for M4.

## What one end contributes

Let $F$ contain a term $t^s$, $s>-1$, where $t$ is now the distance from one end. To isolate that end, multiply by a smooth cutoff $\chi(t)$ that equals 1 near $t=0$ and 0 well before the other end. Its Mellin transform is

$$\tilde\chi(z)=\int_0^\infty t^{z-1}\chi\,dt=-\frac1z\int_0^\infty t^z\chi'(t)\,dt ,$$

by parts. The last integral is finite for every $z$, because $\chi'$ vanishes near $t=0$, and at $z=0$ it equals $-1$. So $\tilde\chi$ has a single pole, at $z=0$, with residue 1. Inverting the transform and summing over $j$ gives

$$h\sum_{j\ge1}(jh)^s\chi(jh)=\frac1{2\pi i}\int\tilde\chi(z)\,Z(z-s)\,h^{s+1-z}\,dz ,$$

where $Z$ is the Riemann zeta function and the contour is a vertical line with $\mathrm{Re}\,z>s+1$. Move the line to the left. The pole of $Z$ at $z=s+1$ gives $\tilde\chi(s+1)=\int t^s\chi\,dt$, the wanted integral. The pole at $z=0$ gives the error:

$$\boxed{\;A\,t^s\ \text{in}\ F\quad\Rightarrow\quad A\,Z(-s)\,h^{s+1}\ \text{in the error}\;}$$

No pole is left, so the remainder is smaller than any power of $h$; the shift is allowed because $\tilde\chi$ falls faster than any power along vertical lines while $Z$ grows at most as a power. Once enough end terms are subtracted from $F$, what is left has many vanishing derivatives at both ends. Its periodic extension is smooth to high order, its Fourier coefficients fall correspondingly fast, and so does its trapezoidal error.

For $s=0$ the rule gives $Z(0)h=-h/2$, the half-weighted end point that the sum omits. For $s=2,4,\dots$ the function $t^s\chi(|t|)$ is smooth on the whole line, so its full trapezoidal sum has no power-law error. By symmetry neither has half of it. Hence $Z(-2)=Z(-4)=\dots=0$: even powers drop out.

## The nuclear end

**MK.** From $-\ln(1-u)=u+u^2/2+\dots$ with $u=x^3$,

$$r=\alpha\left(x^3+\tfrac12x^6+\dots\right),\qquad r^3=\alpha^3\left(x^9+\tfrac32x^{12}+\dots\right),\qquad r^4=\alpha^4x^{12}+\dots$$

Insert $f=f(0)+f'(0)r+\dots$ and use $r^2dr=d(r^3)/3$ and $r^3dr=d(r^4)/4$:

$$F=3\alpha^3f(0)\,x^8+\left[6\alpha^3f(0)+3\alpha^4f'(0)\right]x^{11}+\dots$$

The power 8 is even and drops out. The first surviving term gives

$$E_{\rm nuc}^{\rm MK}=\left[6\alpha^3f(0)+3\alpha^4f'(0)\right]Z(-11)\,N^{-12}.$$

**M4.** Let $\varphi=\pi-\theta$ be the distance from the nuclear end. Then $1+x=2\sin^2(\varphi/2)\approx\varphi^2/2$ and $1-x=2\cos^2(\varphi/2)$, so $\ln[2/(1-x)]=-2\ln\cos(\varphi/2)\approx\varphi^2/4$. Therefore

$$r\approx\frac{\xi}{\ln2}\left(\frac{\varphi^2}{2}\right)^{0.6}\frac{\varphi^2}{4}=c\,\varphi^{3.2},\qquad c=\frac{2^{-2.6}\,\xi}{\ln 2}.$$

Since $r^3/3=c^3\varphi^{9.6}/3$, the integrand starts as $F=3.2\,c^3f(0)\,\varphi^{8.6}$. This power is not an even integer, so it survives:

$$E_{\rm nuc}^{\rm M4}=3.2\,c^3f(0)\,Z(-8.6)\left(\frac{\pi}{N}\right)^{9.6}.$$

The orders are thus 12 and 9.6, not 9 and 4.8. They hold for $f(0)\neq0$ and $f$ regular in $r$, and for MK also require $\alpha f'(0)\neq-2f(0)$, since otherwise the bracket vanishes. The lead of MK rests on the loss of an even power, and a different $f$ can remove it. If $f\approx b/r$ at the nucleus, then $r^2f\,dr=b\,d(r^2)/2$. MK gives $3\alpha^2b\,x^5$, an odd power, and order 6; M4 gives $3.2\,c^2b\,\varphi^{5.4}$ and order 6.4. The ranking at this end is then reversed.

## The far end for exponentials

For MK let $t=1-x$. Then $1-x^3=3t-3t^2+t^3\approx3t$ and $r\approx-\alpha\ln(3t)$. For M4, $t=\theta$, $1-x=2\sin^2(\theta/2)$ and $(1+x)^{0.6}\to2^{0.6}$, so

$$r\approx\frac{2^{0.6}\xi}{\ln2}\left[-2\ln\sin\frac\theta2\right]\approx-\frac{2^{1.6}\xi}{\ln2}\ln\frac\theta2 .$$

Both have the form $r\approx-A\ln(\kappa t)$:

- MK: $A=\alpha$, $\kappa=3$;
- M4: $A=2^{1.6}\xi/\ln2$, $\kappa=1/2$.

Take first $\int e^{-\zeta r}dr$, without the factor $r^2$. With $|dr/dt|=A/t$ and $p=A\zeta$, its integrand is $A\kappa^pt^{p-1}$, and the boxed rule gives the error $A\,q^pZ(1-p)$. Here $q=\kappa h$, which is $3/N$ for MK and $\pi/(2N)$ for M4. The factor $r^2$ is restored by $r^2e^{-\zeta r}=\partial^2e^{-\zeta r}/\partial\zeta^2$, and $\partial/\partial\zeta=A\,\partial/\partial p$. Hence

$$E_{\rm far}=A^3\frac{d^2}{dp^2}\left[q^pZ(1-p)\right]=A^3q^p\left[L^2Z(1-p)+2L\,Z'(1-p)+Z''(1-p)\right],\qquad L=\ln\frac1q .$$

The plus sign of the middle term comes from two minus signs, $dq^p/dp=-Lq^p$ and $dZ(1-p)/dp=-Z'(1-p)$.

The far-end error thus falls as $N^{-p}$ times logarithms. When $p$ is an odd integer above 1, $Z(1-p)=0$ and the $L^2$ term is absent, but the power stays $p$.

For $p\ll1$ the meaning is simple. There $Z(1-p)\approx-1/p$. The part of the integral beyond a radius $R$ is

$$\int_R^\infty r^2e^{-\zeta r}dr=\frac{\partial^2}{\partial\zeta^2}\frac{e^{-\zeta R}}{\zeta}=A^3\frac{d^2}{dp^2}\frac{q^p}{p}\qquad\text{for }R=A\ln\frac1q .$$

This $R$ is the leading estimate of the last node. For very diffuse functions the error is, to leading order, minus the tail that the grid does not reach.

The slower end decides the final order. For exponentials it is the smaller of $\alpha\zeta$ and 12 for MK, and the smaller of $2^{1.6}\xi\zeta/\ln2$ and 9.6 for M4.

## The far end for Gaussians

With $\ell=-\ln(\kappa t)$ and $r\approx A\ell$,

$$F\approx\frac{A^3\ell^2}{t}e^{-aA^2\ell^2},\qquad \frac{d\ln F}{d\ln t}\approx2aA^2\ell-1-\frac2\ell ,$$

because $d\ell/d\ln t=-1$. This local power grows without bound as $t\to0$, so $F$ vanishes faster than any power and the far end sets no finite order. The nuclear end does, eventually.

The growth is only logarithmic, however. For $a=0.05$ bohr$^{-2}$ and $\alpha=5$ bohr, $aA^2=1.25$. At $t=10^{-2}$, $\ell=\ln(1/0.03)=3.51$, and the estimate is $2.5\times3.51-1-0.57=7.2$; the integrand itself gives 7.13. At $t=10^{-4}$ it gives 19.0. At practical $N$ a diffuse Gaussian can therefore still have an error far above the nuclear-end estimate. For $a=0.05$ bohr$^{-2}$ the error at $N=5120$ still exceeds that estimate by a factor near $10^{18}$ for MK with $\alpha=5$ bohr and above $10^{10}$ for M4 with $\xi=1$ bohr.

## Worked comparison

Take $\xi=1$ bohr (52.9 pm). The far-end length of M4 is then $A=2^{1.6}/\ln2=4.373$ bohr. Comparing it with MK at $\alpha=5$ bohr (264.6 pm) would mix the shape of the map with its scale. Setting $\alpha=4.373$ bohr (231.4 pm) gives both schemes the same $p$ for every $\zeta$. Signed relative errors at $N=40$ are then:

| $f$ | MK, matched | M4 |
|---|---:|---:|
| Gaussian, $a=10^4$ | $+1.6\times10^{-4}$ | $-1.7\times10^{-3}$ |
| Gaussian, $a=1$ | $+5.4\times10^{-14}$ | $-1.3\times10^{-14}$ |
| Gaussian, $a=0.05$ | $+1.8\times10^{-4}$ | $-2.2\times10^{-5}$ |
| exponential, $\zeta=40$ | $-1.8\times10^{-12}$ | $-1.8\times10^{-10}$ |
| exponential, $\zeta=2$ | $+1.7\times10^{-9}$ | $+8.8\times10^{-12}$ |
| exponential, $\zeta=0.5$ | $-2.2\times10^{-2}$ | $-7.0\times10^{-3}$ |

At equal far-end power MK is better for the two tight functions and M4 for the two diffuse ones. Neither wins throughout.

**Diffuse functions.** At matched scale M4 has the smaller $q$, by the factor $(\pi/2)/3=\pi/6$. Its last node lies farther out by about $A\ln(6/\pi)=4.373\times0.647=2.8$ bohr. For $\zeta=0.5$, $p=2.19$, and the power alone predicts an error ratio M4/MK of $(\pi/6)^{2.19}=0.24$. The measured ratio at $N=160$ is $5.42\times10^{-4}/1.81\times10^{-3}=0.30$; the logarithms, larger for M4, account for the difference.

With $\alpha=5$ bohr instead, MK has $p=2.5$. It loses to M4 at $N=40$ ($8.3\times10^{-3}$ against $7.0\times10^{-3}$) but wins at $N=160$ ($4.3\times10^{-4}$ against $5.4\times10^{-4}$). The larger power overtakes the smaller $q$.

**Tight functions.** Count the nodes inside $r=0.01$ bohr, the width $a^{-1/2}$ of the tightest Gaussian. Inverting $r\approx\alpha(j/N)^3$ at matched scale gives $j=N(0.01/4.373)^{1/3}=0.132N$. Inverting $r\approx c(\pi j/N)^{3.2}$ with $c=0.238$ bohr gives $j=(N/\pi)(0.01/0.238)^{1/3.2}=0.118N$. At $N=40$ these are 5.3 and 4.7 nodes. The modest advantage of MK in this count agrees in direction with its smaller error.

**The nuclear order.** For $a=1$, $\alpha=5$ and $N=160$, use $Z(-11)=691/32760=0.0211$:

$$E=\frac{6\times125\times0.0211}{160^{12}}=5.6\times10^{-26}\ \text{bohr}^3 .$$

Divided by the integral $\sqrt\pi/4=0.443$ bohr$^3$, this is $1.27\times10^{-25}$, the measured value. The leading error does not contain $a$, while the integral scales as $a^{-3/2}$. The relative error for $a=10^4$ should then be $10^6$ times larger, and it is: $1.27\times10^{-19}$.

Such values are out of reach of double precision; they were computed with 50 digits. In double precision, with relative rounding near $10^{-16}$, the difference between orders 12 and 9.6 hardly shows for $a=1$: both schemes are already near $10^{-14}$ at $N=40$ and reach the rounding level by about $N=60$. For $\zeta=40$ the errors at $N=40$, $1.8\times10^{-12}$ and $1.8\times10^{-10}$, still lie well above rounding, so there the advantage of MK is visible.

**Orders read from one doubling.** Between $N=80$ and 160, $\zeta=40$ gives 12.00 and 9.60, as derived. Other entries need care.

- For $a=10^4$ the apparent orders are 20 to 32, because at $N=80$ the Gaussian is still being resolved. At $N=320$ the measured errors agree with the nuclear-end formulas to about $10^{-5}$.
- For $\zeta=0.5$ they are 2.17 (MK, $\alpha=5$) and 1.87 (M4), below $p=2.50$ and 2.19. With the logarithms included, the far-end formula matches the errors at $N=640$ within 0.1 %.
- For $\zeta=2$ and $\alpha=5$ the MK error changes sign between $N=40$ and 80, and at $N=640$ it is still 2 % from the leading formula, against 0.06 % for M4. This fits the neglected terms: $1-x^3=3t(1-t+\dots)$ has a correction linear in $t$, whereas $\sin(\theta/2)$ and $\cos(\theta/2)$ have quadratic ones. For M4 the nuclear end, whose order 9.6 lies close to $p=8.75$, also contributes, about 0.01 of the 0.06 %.
- For $a=0.05$ the errors change sign and the apparent orders scatter between 4.6 and 9.9. No single power describes this range.

## Choosing the scale

Since $p=A\zeta$, a longer scale should cure diffuse functions. It also moves every node outward in proportion, which thins the grid near the nucleus. At $N=40$ the relative error magnitudes for $\zeta=0.5$ and $a=10^4$ are:

| $A$ (bohr) | MK: diffuse, tight | M4: diffuse, tight |
|---:|---:|---:|
| 5 | $8.3\times10^{-3}$, $3.4\times10^{-4}$ | $2.1\times10^{-3}$, $2.9\times10^{-3}$ |
| 10 | $7.3\times10^{-6}$, $6.2\times10^{-3}$ | $3.3\times10^{-7}$, $2.4\times10^{-2}$ |
| 20 | $7.6\times10^{-12}$, $3.7\times10^{-2}$ | $2.2\times10^{-13}$, $4.5\times10^{-2}$ |

Both trends appear in both schemes. From the first row to the last the diffuse error falls by a factor of $10^9$ or more, while within a row the two maps differ by at most about 35. For the tight function the factors are closer: about 16 (M4) and 110 (MK) from the first row to the last, and up to 9 between the maps within a row. The factors between the maps belong to the listed scales only. The errors change sign as $A$ varies, and close to a sign change of one scheme the two can differ by much more. There is also an exact relation to check against. Writing $r=\alpha u$ shows that the relative error for an exponential depends on $\alpha$ and $\zeta$ through $\alpha\zeta$ alone. MK with $\alpha=20$, $\zeta=0.5$ must therefore reproduce $\alpha=5$, $\zeta=2$, and both give $7.58\times10^{-12}$ in the numerical output.

The answer to the problem is thus conditional. At equal far-end length and modest $N$, MK as a rule serves the tight functions tried here better and M4 the diffuse ones. Tight and diffuse are meant relative to the scale. For an exponential only $A\zeta$ counts, and at $N=40$ the function $\zeta=2$ is integrated better by M4 for $A=3$ to 6 bohr and by MK for $A=7$ to 20 bohr (integer values tried). For the Gaussians the errors change sign as $N$ grows, so the ranking can reverse at an individual $N$ close to a sign change. When one grid must serve both, the scale has to be chosen as a compromise, and $N$ raised until the worse end is converged.

## Calculated quantities

```
1 bohr = 52.9177 pm
alpha = 5.000 bohr = 264.59 pm
xi = 1.000 bohr = 52.92 pm
matched alpha = 4.37343 bohr = 231.43 pm
MK N=80 first node 9.76563e-06, end law 9.76563e-06 bohr
MK N=80 last node 16.4797, end law 16.4171 bohr
M4 N=80 first node 7.54193e-06, end law 7.54203e-06 bohr
M4 N=80 last node 17.1858, end law 17.1895 bohr
Nuclear end, N=320: measured/predicted error (no unit)
gauss 1: MK 1.000000, M4 1.000007
gauss 10000: MK 1.000000, M4 1.000008
exp 40: MK 1.000000, M4 1.000015
Far end, N=640: power p and measured/predicted error (no unit)
MK zeta=0.5 bohr^-1: p=2.5000, ratio=1.00040
M4 zeta=0.5 bohr^-1: p=2.1867, ratio=0.99999
MK zeta=2 bohr^-1: p=10.0000, ratio=0.98121
M4 zeta=2 bohr^-1: p=8.7469, ratio=0.99943
Gaussian a=0.05 bohr^-2: local far-end power (no unit)
MK: 7.130 at distance 1e-2, 19.031 at 1e-4
M4: 8.758 at distance 1e-2, 17.740 at 1e-4
Signed relative errors at N=20,40,80,160; order from last two
gauss 10000 MK5: -4.13e-02 +3.36e-04 +4.55e-10 +1.27e-19 order 31.74
gauss 10000 MKm: +5.67e-02 +1.55e-04 +3.30e-11 +8.49e-20 order 28.53
gauss 10000 M4: -2.43e-01 -1.74e-03 +1.74e-08 -2.09e-14 order 19.66
gauss 1 MK5: -2.25e-07 +1.07e-14 +5.20e-22 +1.27e-25 order 12.00
gauss 1 MKm: +4.67e-07 +5.41e-14 +3.72e-22 +8.49e-26 order 12.10
gauss 1 M4: +3.72e-10 -1.26e-14 -1.62e-17 -2.09e-20 order 9.60
gauss 0.05 MK5: +2.79e-03 -1.35e-04 +5.44e-07 +3.90e-09 order 7.12
gauss 0.05 MKm: +1.07e-02 +1.82e-04 -1.57e-05 -1.65e-08 order 9.90
gauss 0.05 M4: +2.33e-04 -2.17e-05 -3.91e-08 +1.65e-09 order 4.57
exp 40 MK5: -1.72e-08 -2.99e-12 -7.29e-16 -1.78e-19 order 12.00
exp 40 MKm: -7.81e-09 -1.75e-12 -4.26e-16 -1.04e-19 order 12.00
exp 40 M4: -1.94e-06 -1.80e-10 -2.30e-13 -2.97e-16 order 9.60
exp 2 MK5: +6.41e-08 +7.58e-12 -8.24e-14 -1.86e-16 order 8.79
exp 2 MKm: +2.91e-07 +1.74e-09 +6.36e-12 +2.00e-14 order 8.31
exp 2 M4: +2.43e-09 +8.75e-12 +2.82e-14 +8.51e-17 order 8.37
exp 0.5 MK5: -3.40e-02 -8.29e-03 -1.92e-03 -4.27e-04 order 2.17
exp 0.5 MKm: -7.01e-02 -2.18e-02 -6.42e-03 -1.81e-03 order 1.83
exp 0.5 M4: -2.38e-02 -6.99e-03 -1.97e-03 -5.42e-04 order 1.87
Scale scan N=40: relative errors, exp 0.5 and gauss 10000
MK far length 5 bohr, scale 5.0000 bohr: -8.29e-03, +3.36e-04
MK far length 10 bohr, scale 10.0000 bohr: +7.32e-06, -6.17e-03
MK far length 20 bohr, scale 20.0000 bohr: +7.58e-12, -3.70e-02
M4 far length 5 bohr, scale 1.1433 bohr: -2.11e-03, +2.87e-03
M4 far length 10 bohr, scale 2.2865 bohr: +3.30e-07, +2.37e-02
M4 far length 20 bohr, scale 4.5731 bohr: -2.21e-13, +4.46e-02
```
